**One-pass freezing of a doped melt: ideal law and finite diffusion**

For a perfectly mixed melt, the newly formed solid has concentration `C_S = k C0 (1 - f)^(k - 1)`, which gives `C_S/C0 = 1.268` for `k = 0.8` and `f = 0.9`. Here `C0` is the initial liquid concentration, `k` the partition coefficient and `f` the frozen fraction. The program asserts that slice-by-slice freezing reproduces this law, the dopant left in the liquid, the mean solid concentration and the point where `C_S = C0`. It also solves the diffusion equation in the shrinking liquid and asserts agreement with the known initial transient of a semi-infinite melt. At slow freezing it asserts the first correction in `P = vL/D`, where `v` is the front speed, `L` the melt depth and `D` the liquid diffusivity. For rough parameters of boron in laser-melted silicon, `P = 30` and the calculated ratio at 90 percent frozen is 1.00, which is 21 percent below the ideal value. With the same depth and diffusivity, the ideal result is accurate to one percent at a front speed of about 2.4 cm/s.

## Program and output

```python
"""
Result under test: one-pass freezing of a perfectly mixed melt gives
    C_S / C0 = k (1 - f)**(k - 1),
which is about 1.27 for k = 0.8 and f = 0.9.
C0: initial liquid concentration; C_S: concentration in newly frozen solid;
k: partition coefficient C_S/C_L; C_L: liquid concentration at the front;
f: frozen fraction.  Concentrations are counted per host atom and
converted to cm^-3 at the density of the solid.
P = v L / D measures front speed v against diffusion (D) over depth L.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import erf, erfc


def ideal_solid(k, f):
    return k * (1 - f) ** (k - 1)


def freeze_in_slices(k, number):
    """Freeze equal slices one by one, remixing the liquid after each."""
    dv = 1.0 / number
    count = int(round(0.9 * number))
    volume = 1.0 - dv * np.arange(count + 1)
    kept = 1.0 - k * dv / volume[:-1]
    amount = np.concatenate(([1.0], np.cumprod(kept)))
    return 1.0 - volume, k * amount / volume, amount


def diffusing_melt(k, peclet, f_end, cells=200):
    """Solid concentration at f_end with finite diffusion in the liquid.

    Lengths are in units of the melt depth, time is the frozen fraction.
    The finite-volume cells shrink with the liquid.
    """
    xi = np.arange(1, cells) / cells

    def front_value(first_cell, h):
        return first_cell / (1 - (1 - k) * peclet * h / 2)

    def rate(f, amount):
        h = (1 - f) / cells
        c = amount / h
        flux = np.zeros(cells + 1)
        flux[0] = -k * front_value(c[0], h)
        flux[1:-1] = (-(c[1:] - c[:-1]) / (peclet * h)
                      - (1 - xi) * (c[1:] + c[:-1]) / 2)
        return flux[:-1] - flux[1:]

    start = np.full(cells, 1.0 / cells)
    run = solve_ivp(rate, (0, f_end), start, method="LSODA",
                    lband=1, uband=1, rtol=1e-8, atol=1e-12)
    assert run.success
    h = (1 - f_end) / cells
    return k * front_value(run.y[0, -1] / h, h)


k = 0.8
f = 0.9
solid = ideal_solid(k, f)
liquid = (1 - f) ** (k - 1)
left_in_liquid = (1 - f) ** k
mean_solid = (1 - left_in_liquid) / f
crossing = 1 - k ** (1 / (1 - k))

# The law against explicit slice-by-slice freezing.
frozen, slice_solid, slice_amount = freeze_in_slices(k, 100000)
sliced = slice_solid[-1]
slice_mean = np.sum(slice_solid[:-1]) / 100000 / f
slice_crossing = frozen[np.argmax(slice_solid >= 1.0)]
assert abs(sliced / solid - 1) < 1e-4
assert abs(slice_amount[-1] / left_in_liquid - 1) < 1e-4
assert abs(slice_mean / mean_solid - 1) < 1e-4
assert abs(slice_crossing - crossing) < 1e-4
assert abs(sliced - 1.27) < 0.005

# Rough typical parameters for boron in laser-melted silicon.
depth_nm = 100.0
dose = 1e15             # cm^-2
diffusivity = 1e-4      # cm2/s, liquid
speed = 3.0             # m/s
solid_diffusivity = 5e-11   # cm2/s, just below melting
density_ratio = 0.91    # solid over liquid
host_density = 5e22     # cm^-3, solid
raised_k = 0.85         # what-if value for rapid freezing

depth_cm = depth_nm * 1e-7
c0 = dose / depth_cm
freeze_time = depth_cm / (speed * 100)
mixing_time = depth_cm ** 2 / diffusivity
peclet = speed * 100 * depth_cm / diffusivity

# Diffusion solver against the initial transient of a semi-infinite melt.
p = peclet * 0.1
transient = 0.5 * (1 + erf(np.sqrt(p) / 2) + (2 * k - 1)
                   * np.exp(-k * (1 - k) * p)
                   * erfc((2 * k - 1) * np.sqrt(p) / 2))
assert abs(diffusing_melt(k, peclet, 0.1) - transient) < 2e-3

# First correction for imperfect mixing, tested at slow freezing.
slope = (1 - k) * ((1 - f) - k * f) / 3
slow_peclet = 0.1
slow_solid = diffusing_melt(k, slow_peclet, f)
slow_shift = slow_solid / solid - 1
assert abs(slow_shift / (slope * slow_peclet) - 1) < 0.05

limit_peclet = 0.01 / abs(slope)
limit_speed = limit_peclet * diffusivity / depth_cm
limit_time = depth_cm / limit_speed
limit_shift = diffusing_melt(k, limit_peclet, f) / solid - 1
assert abs(limit_shift + 0.01) < 0.001

# The fast melt, with a grid check.
fast_solid = diffusing_melt(k, peclet, f)
fine_solid = diffusing_melt(k, peclet, f, cells=400)
assert abs(fast_solid - fine_solid) < 1e-3
assert fast_solid < solid

raised_solid = ideal_solid(raised_k, f)
_, raised_slices, _ = freeze_in_slices(raised_k, 100000)
assert abs(raised_slices[-1] / raised_solid - 1) < 1e-4
solid_spread_nm = 2 * np.sqrt(solid_diffusivity * freeze_time) * 1e7

print(f"Partition coefficient k: {k:.2f}")
print(f"Frozen fraction f: {f:.2f}")
print(f"10 to the power 0.2 (= C_L/C0): {liquid:.4f}")
print(f"New solid C_S/C0, formula: {solid:.4f}")
print(f"New solid C_S/C0, slice-by-slice: {sliced:.4f}")
print(f"First solid C_S/C0: {ideal_solid(k, 0.0):.4f}")
print(f"Mean of frozen solid / C0: {mean_solid:.4f}")
print(f"Share of dopant still in liquid: {100*left_in_liquid:.2f} %")
print(f"Frozen fraction where C_S = C0: {crossing:.4f}")
print("--- Example: rough parameters, boron in molten silicon ---")
print(f"Melt depth: {depth_nm:.0f} nm")
print(f"Dose: {dose:.2e} cm^-2")
print(f"Initial concentration C0: {c0:.3e} cm^-3")
print(f"C0 per host atom: {100*c0/host_density:.2f} %")
print(f"Depth below surface at f = 0.9: {depth_nm*(1-f):.1f} nm")
print(f"Ideal new-solid concentration: {solid*c0:.3e} cm^-3")
print(f"Ideal liquid concentration: {liquid*c0:.3e} cm^-3")
print("--- Test of perfect mixing ---")
print(f"Liquid diffusivity: {diffusivity:.1e} cm2/s")
print(f"Front speed: {speed:.1f} m/s")
print(f"Freezing time: {freeze_time*1e9:.1f} ns")
print(f"Mixing time L^2/D: {mixing_time*1e9:.0f} ns")
print(f"P = vL/D: {peclet:.1f}")
print(f"C_S/C0 at f = 0.9 with finite diffusion: {fine_solid:.4f}")
print(f"Same, concentration: {fine_solid*c0:.3e} cm^-3")
print(f"Change from ideal law: {100*(fine_solid/solid-1):.1f} %")
print(f"First-correction coefficient of P: {slope:.5f}")
print(f"C_S/C0 at P = {slow_peclet:.1f}, numerical: {slow_solid:.4f}")
print(f"Shift at P = {slow_peclet:.1f}, numerical: {100*slow_shift:.3f} %")
print(f"Shift at P = {slow_peclet:.1f}, formula: "
      f"{100*slope*slow_peclet:.3f} %")
print(f"P for 1 % error: {limit_peclet:.3f}")
print(f"Front speed for 1 % error: {limit_speed:.2f} cm/s")
print(f"Freezing time at that speed: {limit_time*1e6:.2f} us")
print(f"Numerical shift at that speed: {100*limit_shift:.3f} %")
print("--- Other neglected effects ---")
print(f"What-if partition coefficient: {raised_k:.2f}")
print(f"Ideal C_S/C0 with that value: {raised_solid:.4f}")
print(f"Solid diffusivity, rough: {solid_diffusivity:.1e} cm2/s")
print(f"Diffusion length in solid: {solid_spread_nm:.3f} nm")
print(f"Solid/liquid density ratio, rough: {density_ratio:.2f}")
print(f"C_S/C0 if literal volumes are used: {solid*density_ratio:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Partition coefficient k: 0.80
Frozen fraction f: 0.90
10 to the power 0.2 (= C_L/C0): 1.5849
New solid C_S/C0, formula: 1.2679
New solid C_S/C0, slice-by-slice: 1.2679
First solid C_S/C0: 0.8000
Mean of frozen solid / C0: 0.9350
Share of dopant still in liquid: 15.85 %
Frozen fraction where C_S = C0: 0.6723
--- Example: rough parameters, boron in molten silicon ---
Melt depth: 100 nm
Dose: 1.00e+15 cm^-2
Initial concentration C0: 1.000e+20 cm^-3
C0 per host atom: 0.20 %
Depth below surface at f = 0.9: 10.0 nm
Ideal new-solid concentration: 1.268e+20 cm^-3
Ideal liquid concentration: 1.585e+20 cm^-3
--- Test of perfect mixing ---
Liquid diffusivity: 1.0e-04 cm2/s
Front speed: 3.0 m/s
Freezing time: 33.3 ns
Mixing time L^2/D: 1000 ns
P = vL/D: 30.0
C_S/C0 at f = 0.9 with finite diffusion: 1.0008
Same, concentration: 1.001e+20 cm^-3
Change from ideal law: -21.1 %
First-correction coefficient of P: -0.04133
C_S/C0 at P = 0.1, numerical: 1.2627
Shift at P = 0.1, numerical: -0.409 %
Shift at P = 0.1, formula: -0.413 %
P for 1 % error: 0.242
Front speed for 1 % error: 2.42 cm/s
Freezing time at that speed: 4.13 us
Numerical shift at that speed: -0.973 %
--- Other neglected effects ---
What-if partition coefficient: 0.85
Ideal C_S/C0 with that value: 1.2007
Solid diffusivity, rough: 5.0e-11 cm2/s
Diffusion length in solid: 0.026 nm
Solid/liquid density ratio, rough: 0.91
C_S/C0 if literal volumes are used: 1.154
ALL CHECKS PASSED
```
